# Bending of a Free Wafer under Uniform Axial Heat Flux

## Definitions and conventions

A flat circular wafer of radius \(a\) and thickness \(h\) occupies \(-h/2<z<h/2\). Its back face is at \(z=-h/2\) and its front face at \(z=+h/2\). Heat enters at the back, crosses the wafer by conduction and leaves at the front. The conducted flux \(q\) is positive along \(+z\). The rim exchanges no heat, and \(q\) is the same at every point.

The thermal conductivity is \(k\). The linear expansion coefficient is \(\alpha\), equal in all directions. Both are uniform unless stated otherwise. The wafer is flat and stress-free at a uniform reference temperature \(T_0\), and \(\theta=T-T_0\). "Free" means that no force acts on any surface and that gravity is left out. Rotations and strains are small.

The mid-plane deflection along \(z\) is \(w\), and \(r\) is the distance from the axis. For uniform curvature,

\[
w=\frac{\kappa r^2}{2},
\]

so positive \(\kappa\) means that the rim lies further towards the front than the centre. The result to be derived is

\[
\boxed{\kappa=\frac{\alpha q}{k}}
\]

Fourier's law, \(q=-k\,dT/dz\), gives a linear temperature for constant \(q\) and \(k\):

\[
\theta=\theta_0-gz,\qquad g=\frac{q}{k},\qquad \Delta T=T_{\rm back}-T_{\rm front}=gh=\frac{qh}{k}.
\]

Here \(\theta_0\) is the mid-plane value of \(\theta\).

## First derivation: a displacement without stress

An unconstrained small element would expand by \(\alpha\theta\) in every direction, without shear. If all elements can do this and still fit together, no stress is needed. We therefore look for displacements \(u_x,u_y,u_z\) satisfying

\[
\frac{\partial u_x}{\partial x}=\frac{\partial u_y}{\partial y}=\frac{\partial u_z}{\partial z}=\alpha(\theta_0-gz),
\]

with all three shear strains zero.

Integrating the first two conditions, with the centre line kept on the axis, gives

\[
u_x=\alpha(\theta_0-gz)x,\qquad u_y=\alpha(\theta_0-gz)y .
\]

The in-plane shear vanishes because \(u_x\) does not depend on \(y\), nor \(u_y\) on \(x\). Integrating the third condition gives

\[
u_z=\alpha\left(\theta_0z-\frac{gz^2}{2}\right)+f(x,y),
\]

where \(f\) is still unknown. The shear in the \(xz\) plane must vanish:

\[
0=\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x}
=-\alpha gx+\frac{\partial f}{\partial x}.
\]

Likewise \(\partial f/\partial y=\alpha gy\). Both conditions are met by

\[
f=\frac{\alpha g}{2}(x^2+y^2),
\]

apart from a constant, which is a rigid shift. At \(z=0\) the deflection is therefore \(w=\alpha g r^2/2\), and comparison with \(w=\kappa r^2/2\) gives \(\kappa=\alpha g=\alpha q/k\).

The total strain equals the free thermal strain everywhere, so the elastic strain and the stress are zero. Equilibrium and the force-free conditions on both faces and the rim then hold at once.

This is the sole solution apart from rigid motion. Let another solution have stress \(\sigma'_{ij}\), and let \(v_i\) be its displacement minus the one above. The elastic strain of the second solution is the strain \(e_{ij}\) formed from \(v_i\). Equilibrium and zero surface force give, after integration by parts over the volume \(V\),

\[
\int \sigma'_{ij}e_{ij}\,dV=0 .
\]

The integrand is twice the elastic energy density, which is positive unless \(e_{ij}=0\). Hence \(v_i\) is a rigid motion.

The hot back expands more than the cool front, so the back becomes the convex side. A thicker wafer at the same flux has a larger \(\Delta T\), but the two faces are further apart in the same proportion. The gradient, which sets the curvature, is unchanged.

## Second derivation: balance of force and moment

The second route uses thin-plate theory and does not assume a linear temperature. Let the free thermal strain be any function \(\varepsilon_{\rm th}(z)\). Lines normal to the mid-plane are taken to remain straight and normal, so that \(u_x\) contains \(-z\,\partial w/\partial x=-\kappa zx\). The in-plane strain in both directions is then

\[
\varepsilon(z)=\varepsilon_0-\kappa z,
\]

where \(\varepsilon_0\) is the mid-plane strain.

For an isotropic plate with Young modulus \(E\) and Poisson ratio \(\nu\), the stress normal to the faces is neglected. The two in-plane stresses are equal, and Hooke's law reads

\[
\varepsilon-\varepsilon_{\rm th}=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=M(\varepsilon_0-\kappa z-\varepsilon_{\rm th}),\qquad M=\frac{E}{1-\nu}.
\]

A free plate carries no net in-plane force. Since \(\int z\,dz=0\) over the thickness, this fixes

\[
\int\sigma\,dz=0\quad\Rightarrow\quad
\varepsilon_0=\frac1h\int\varepsilon_{\rm th}\,dz .
\]

It also carries no bending moment. With \(\int z^2dz=h^3/12\),

\[
0=\int z\sigma\,dz=M\left(-\frac{\kappa h^3}{12}-\int z\varepsilon_{\rm th}\,dz\right),
\]

and therefore

\[
\kappa=-\frac{12}{h^3}\int_{-h/2}^{h/2}z\,\varepsilon_{\rm th}(z)\,dz .
\]

The modulus has cancelled. For \(\varepsilon_{\rm th}=\alpha(\theta_0-gz)\), the constant part integrates to zero and the rest gives

\[
\kappa=\frac{12}{h^3}\,\alpha g\,\frac{h^3}{12}=\alpha g=\frac{\alpha q}{k}.
\]

### Properties or flux that vary through the thickness

Let \(\varepsilon_{\rm th}\) depend on temperature alone, as in a wafer of one material, and let \(\alpha\) now denote its slope \(d\varepsilon_{\rm th}/dT\) at the local temperature. Then

\[
\frac{d\varepsilon_{\rm th}}{dz}=\alpha\frac{dT}{dz}=-\frac{\alpha q}{k}.
\]

To bring this into the moment integral, write \(z=dG/dz\) with \(G=(z^2-h^2/4)/2\), which vanishes at both faces. Integration by parts gives

\[
\int z\varepsilon_{\rm th}\,dz=-\int G\frac{d\varepsilon_{\rm th}}{dz}dz
=\int G\frac{\alpha q}{k}dz,
\]

and hence

\[
\kappa=\int_{-h/2}^{h/2}W(z)\frac{\alpha q}{k}\,dz,\qquad
W=\frac{6}{h^3}\left(\frac{h^2}{4}-z^2\right).
\]

The weight \(W\) integrates to \((6/h^3)(h^3/4-h^3/12)=1\). For a uniform modulus \(M\), the curvature is thus a weighted mean of the local value of \(\alpha q/k\), with most weight near the mid-plane.

The conducted flux may itself depend on \(z\), for example when radiation is absorbed inside the wafer. If \(q=q_m+sz\) with constant \(\alpha\) and \(k\), the odd term drops out and \(\kappa=\alpha q_m/k\): the mid-plane flux counts. The temperature is then quadratic in \(z\), and stress remains. Real absorption falls off exponentially with depth rather than linearly; the mid-plane rule is then only approximate and the full weighted mean must be used. Radiation that passes through without absorption contributes nothing to \(q\).

As a second case take constant \(\alpha\) and \(k=k_mT_m/T\), where \(m\) marks mid-plane values. With \(g=q/k_m\), Fourier's law becomes \(dT/dz=-gT/T_m\), so that

\[
T=T_me^{-gz/T_m},\qquad \frac{\alpha q}{k}=\alpha g\,e^{-gz/T_m}.
\]

Expanding the exponential, the linear term averages to zero. The weighted mean of \(z^2\) is

\[
\frac{6}{h^3}\left(\frac{h^2}{4}\frac{h^3}{12}-\frac{h^5}{80}\right)=\frac{h^2}{20},
\]

which gives

\[
\frac{\kappa}{\alpha g}\simeq1+\frac{g^2}{2T_m^2}\frac{h^2}{20}
=1+\frac{1}{40}\left(\frac{gh}{T_m}\right)^2 .
\]

The full weighted formula was tested at the deliberately extreme value \(gh/T_m=2\), for a disc with \(a=20h\) and \(\nu=0.25\). A three-dimensional minimization of the elastic energy gave \(\kappa/(\alpha g)=1.1037\) in a small polynomial basis and 1.1036 in a basis large enough to resolve the rim, against 1.1036 from the formula. The elastic strain was not zero: in the energy norm it was 0.159 of the thermal strain measured from the mid-plane temperature, \(\alpha(T-T_m)\), in the small basis, and 0.157 once the stress relief near the rim was resolved.

## What the two derivations assume

Both need linear elasticity, small rotations, a bow \(\kappa a^2/2\) small compared with the thickness, and a wafer free to bend. They differ in the following ways.

- The first requires a linear thermal strain but no thinness. It makes no use of isotropic elastic constants, because zero elastic strain gives zero stress for any stiffness. It satisfies the force-free condition at every point of the surface.
- The second requires a thin plate and, as written, isotropic and uniform elastic constants. In return it accepts any thermal strain that depends on \(z\) alone. With residual stress, it makes the force and moment vanish at the rim but not the stress at each depth, so it does not describe the region near the rim.

For uniform \(q\), \(k\) and \(\alpha\) they meet: the plate result has no thin-plate error in this case. This was tested by minimizing the three-dimensional elastic energy of a disc 20 mm in diameter, using the flux and silicon properties of the example below. Thicknesses of 362.5, 725 and 1450 µm all gave 22.38 km⁻¹, while \(\Delta T\) rose from 1.84 to 3.69 and 7.37 K.

## What is held fixed when the thickness changes

At fixed \(q\), \(\kappa\) does not depend on \(h\). At fixed \(\Delta T\), substituting \(q=k\Delta T/h\) gives

\[
\kappa=\frac{\alpha\Delta T}{h},
\]

and a thicker wafer bends less. A linear thermal circuit connects the two limits. Let the hot and cold surroundings be at \(T_h\) and \(T_c\), and let \(R\) be the sum of the thermal resistances times area outside the wafer. The wafer adds \(h/k\), so

\[
q=\frac{T_h-T_c}{R+h/k},\qquad
\kappa=\frac{\alpha(T_h-T_c)}{kR+h}.
\]

For \(h\ll kR\) the surroundings set the flux and thickness drops out. For \(h\gg kR\) the faces take the temperatures of the surroundings, and \(\kappa\) falls as \(1/h\). The example below lies in the first limit, with \(kR\) about 0.19 m. Radiation is not linear, so the circuit is only a guide there: doubling \(h\) at fixed susceptor and wall temperatures lowers \(\kappa\) by 0.9% in the full heat balance and by 0.4% in the circuit.

## Example: silicon epitaxy in hydrogen

Take a silicon wafer of 200 mm diameter and 725 µm thickness at 1300 K, heated from below by a susceptor, with its front facing upwards. The rough property values are \(\alpha=4.4\times10^{-6}\,\mathrm{K^{-1}}\) and \(k=25\) W/(m K). The front has emissivity 0.68 and faces walls and gas at 400 K, with a gas heat-transfer coefficient of 20 W/(m² K). With \(\sigma_{\rm SB}\) the Stefan–Boltzmann constant,

\[
q=0.68\,\sigma_{\rm SB}(1300^4-400^4)+20(1300-400)
\simeq(10.9+1.8)\ \mathrm{W/cm^2}=12.7\ \mathrm{W/cm^2}.
\]

The gradient and curvature follow:

\[
g=\frac{1.271\times10^5}{25}=5.09\times10^3\ \mathrm{K/m},
\qquad
\kappa=4.4\times10^{-6}\,g=0.0224\ \mathrm{m^{-1}}=22.4\ \mathrm{km^{-1}}.
\]

The radius of curvature is 44.7 m. The face-to-face difference is \(gh=3.69\) K, and the centre-to-rim bow is

\[
\frac{\kappa a^2}{2}=\frac{0.0224\times(0.100)^2}{2}\ \mathrm{m}\simeq112\ \text{µm}.
\]

Conversely, \(\Delta T=\kappa h/\alpha\) turns a measured curvature into the difference between the back and front temperatures. Initial bow, film stress and gravity must first be removed from the measurement, the temperature must be uniform along the radius, and any lamp power must be absorbed close to a face. With the 22 K centre-to-rim difference found below, in-plane stress inflates the curvature so much that \(\kappa h/\alpha\) gives about 6 K from the mean curvature and about 10 K from the central one, against a true 3.7 to 3.9 K. This matters when a pyrometer views one face and the temperature of the other is wanted.

For \(k\propto1/T\), the correction derived above is only 0.20 parts per million here. Using \(k\) at one face instead of at the mid-plane matters more, about 0.14%, but this too is far below the uncertainty of the rough inputs. In real silicon near 1300 K, \(k\) falls more slowly than \(1/T\) and \(\alpha\) still rises, so these two figures give only the order of magnitude; tabulated properties give about \(-0.3\) parts per million and 0.09%. The temperature dependence of the modulus enters at the same order: a fall of 10% per 1000 K changes the 0.20 to 0.17 parts per million.

## Where the simple result fails

### Finite bow

A spherical cap cannot be made from a flat sheet without stretching it. Let \(\kappa_0=\alpha q/k\) be the unconstrained curvature and \(\kappa\) the actual one. With radial displacement \(u\), the mid-plane strains are \(\varepsilon_r=u'+w'^2/2\) and \(\varepsilon_\theta=u/r\). Eliminating \(u\) for \(w'=\kappa r\) gives

\[
\varepsilon_r-(r\varepsilon_\theta)'=\frac{\kappa^2r^2}{2}.
\]

In-plane equilibrium, \(\sigma_\theta=(r\sigma_r)'\), and a force-free rim are satisfied by

\[
\sigma_r=C(a^2-r^2),\qquad \sigma_\theta=C(a^2-3r^2).
\]

Hooke's law turns the left side of the strain condition into \(8Cr^2/E\), so \(C=E\kappa^2/16\). With \(s=r^2/a^2\), the stretching energy is

\[
U_s=\frac{h}{2E}C^2a^4\,\pi a^2\int_0^1\left[(1-s)^2+(1-3s)^2-2\nu(1-s)(1-3s)\right]ds .
\]

The three integrals are \(1/3\), \(1\) and \(0\), so \(U_s=\pi Eh\kappa^4a^6/384\). The bending stress is \(-Mz(\kappa-\kappa_0)\), which stores

\[
U_b=\pi a^2\frac{Eh^3}{12(1-\nu)}(\kappa-\kappa_0)^2 .
\]

Setting \(d(U_s+U_b)/d\kappa=0\) gives

\[
\kappa_0=\kappa\left[1+(1-\nu)\frac{\kappa^2a^4}{16h^2}\right].
\]

Thickness has returned. The spherical shape was imposed, so this is an estimate for small corrections. With \(\nu=0.25\) it gives a loss of 0.44% in the example. A plate calculation that leaves the axisymmetric shape free gives the same 0.44% for the mean curvature, defined as edge slope divided by \(a\); the central curvature loses about 1.0% and the centre-to-rim bow about 0.7%. At 100 µm thickness, with flux and diameter held fixed and gravity omitted, that calculation gives a loss of 12.6% in the mean curvature, about 27% in the central curvature and about 19% in the bow, although the rim slope of the linear result is still only 2.2 mrad.

### Gravity

Suppose the wafer rests on a ledge at its rim. Its weight per area is \(p=\rho_m g_Eh\), with mass density \(\rho_m\) and gravitational acceleration \(g_E\). The downward sag \(v\) obeys \(D\nabla^4v=p\), with \(D=Eh^3/[12(1-\nu^2)]\). A regular solution is

\[
v=\frac{p}{64D}(r^4+Br^2+F).
\]

Zero radial moment at the rim, \(v''+\nu v'/r=0\), gives \(B=-2a^2(3+\nu)/(1+\nu)\). The condition \(v(a)=0\) then gives \(F=a^4(5+\nu)/(1+\nu)\), so the central sag is

\[
v(0)=\frac{5+\nu}{64(1+\nu)}\frac{pa^4}{D}.
\]

For \(E=140\) GPa, \(\nu=0.25\) and \(\rho_m=2330\) kg/m³, \(p\simeq16.6\) Pa and \(D\simeq4.74\) N m. The sag is 22.9 µm, or 20.5% of the thermal bow. It has the same sense, because the centre drops relative to the rim. Silicon is cubic, and the isotropic \(E\) and \(\nu\) are only a stand-in: room-temperature elastic constants give 23.4 µm for a (100) wafer and 18.7 µm for a (111) wafer, and the softer crystal at 1300 K sags roughly 10% more.

### A film on the front

A thin film under tension also bends the wafer into a bowl. Let \(f\) be its stress times its thickness, \(t\ll h\), when the wafer is held flat. In the moment formula the film acts as a strain \(-f/(Mt)\) near \(z=h/2\), which gives \(\kappa=6f/(Mh^2)\). A curvature equal to the thermal one needs \(f=M\kappa h^2/6=366\) N/m, equivalent to 366 MPa in a film 1 µm thick. This uses \(M=187\) GPa. The room-temperature biaxial moduli of (100) and (111) silicon, 180 and 229 GPa, give 353 and 449 N/m, and both are roughly 10% lower at 1300 K.

### Flux that varies with radius

Let \(\kappa_T(r)=\alpha q(r)/k\). Suppose first that in-plane stress is small enough to be left out of the moment balance. In a free plate without transverse load, the radial and hoop moments then obey \(M_\theta=(rM_r)'\). Therefore

\[
r(M_r+M_\theta)=(r^2M_r)',
\]

whose integral from \(0\) to \(a\) vanishes because \(M_r(a)=0\). The sum \(M_r+M_\theta\) is proportional to \(w''+w'/r-2\kappa_T\), and so

\[
\frac{w'(a)}{a}=\frac{2}{a^2}\int_0^a\kappa_T\,r\,dr .
\]

The mean curvature follows the area-mean flux.

Bowing itself produces such a variation. Let the gas gap below the flat wafer be 300 µm, filled with hydrogen of conductivity 0.55 W/(m K), and let the susceptor have emissivity 0.85. Conduction and radiation across the gap then require a susceptor at 1358.9 K if both wafer faces are taken at 1300 K; with the back face 3.69 K hotter the value is 1362.6 K, and the centre-to-rim difference below changes by less than 0.5 K. Bow and sag reduce the central gap to \(300-111.9-22.9=165.2\) µm. With the susceptor temperature held fixed, a local heat balance makes the centre 22 K hotter than the rim and raises the area-mean flux by 3.0%. This estimate takes the sag as parabolic and does not feed the new flux back into the bow. It also omits the temperature jump of the gas at the two walls, which lowers the difference to about 21.5 K for a thermal accommodation coefficient of 0.3 and 20.5 K for 0.1. Lateral conduction, which it omits, amounts to about 0.13% of the axial flux at the centre. Close to the adiabatic rim it reaches about 2%, warms the rim by about 1 K and lowers the difference to about 21 K. The treatment of the rim matters much more. A rim that loses heat like the front gives about 34 K, and one that faces the susceptor across 500 µm of gas gives about 13 K. The estimate also keeps the full gap out to the rim, although the wafer rests on a ledge there. A ledge at the susceptor temperature, 1 to 2 mm wide with a gas film of 20 to 50 µm, makes the rim hotter than the centre by about 19 to 30 K.

The hotter centre also causes in-plane stress, which acts on the bow directly. Take the temperature excess over the rim as \(\delta(1-r^2/a^2)\). In the spherical-cap estimate, subtracting the thermal strain from both mid-plane strains changes the right side of the strain condition to

\[
\frac{\kappa^2r^2}{2}-\frac{2\alpha\delta r^2}{a^2}
=\left(\kappa^2-\frac{4\alpha\delta}{a^2}\right)\frac{r^2}{2}.
\]

The stretching energy is then proportional to \((\kappa^2-4\alpha\delta/a^2)^2\) instead of \(\kappa^4\), and its minimum together with \(U_b\) gives

\[
\kappa_0=\kappa\left[1+\frac{(1-\nu)a^4}{16h^2}\left(\kappa^2-\frac{4\alpha\delta}{a^2}\right)\right].
\]

For \(\delta=22\) K the term in \(\delta\) is about \(-0.35\), so in the cap estimate \(\kappa\) would exceed \(\kappa_0\) by about half. The correction is no longer small, and the imposed spherical shape understates it. With the axisymmetric shape left free, the nonlinear plate equations give a mean curvature of about \(1.65\kappa_0\) and a central curvature of about \(2.6\kappa_0\), and the centre-to-rim bow roughly doubles, to about 226 µm without gravity. These values hold for an adiabatic rim and no heating from the ledge. The bow is about 270 µm for a rim that loses heat like the front, about 215 µm for one that faces the susceptor, and only about 130 to 145 µm with the heated ledge described above. The in-plane stress is about 6 MPa of hoop tension at the rim and about 3 MPa of compression at the centre. Silicon is ductile at 1300 K, so stresses of this order may cause slip, which an elastic model does not describe. A larger bow narrows the central gap further and heats the centre more. The 22 K and 3.0% are therefore only the first step of a feedback, not the final state. Iterating the local heat balance with the elastic plate equations and gravity gives a bow of about 270 µm after one step and more than the 300 µm gap after the next, so in this model the centre comes to rest on the susceptor.

### The model beside a reactor

The example is a simple model of silicon epitaxy in hydrogen at atmospheric pressure, with rough material and heat-transfer values. It takes the walls as black and at 400 K. Walls and gas at 800 K would lower \(q\) by about 18%, and a facing wall of emissivity 0.5 by about 35%. The curvature of the free wafer scales as \(\alpha q/k\), so a 10% error in \(q\) moves it by 10%. With the gap feedback the response is steeper: at a rim temperature of 1300 K, changing \(q\) by \(+10\%\) or \(-10\%\) changes the first-step mean curvature by about \(+28\%\) or \(-20\%\). The assumption that all heat enters from the back can fail. In a reactor with lamps on both sides, power absorbed at the front supplies part of the front loss, and \(q\) is the loss minus that power. If the lamps supplied half the loss and their power were absorbed within a few tens of µm of the front, the curvature of the free wafer would halve; for an absorption depth of 100 µm the factor is about 0.54. In the model with gap feedback the first-step mean curvature would fall to about a third, and the iteration would settle with the gap open, at a bow of about 100 µm including gravity and about 8 K between centre and rim. For the rim-supported wafer treated here, gravity adds about a fifth to the bow. The changed gap raises the mean flux by about 3% in the first step, but the in-plane stress from the hotter centre has a far larger effect: with an adiabatic rim and no heating from the ledge it roughly doubles the bow in that step, while a heated ledge reduces this to an increase of about 15 to 30%. With a 300 µm gap and all heat entering from the back, the elastic model closes the gap at the centre in both cases, after more steps in the second. The 22 K difference across the radius, whose size and sign depend on the heat exchange at the rim and ledge, is about six times the 3.69 K drop through the thickness, so a pyrometer viewing the centre alone would not represent the rim. The remaining values are in the numerical output.

## Table of computed values

```
INPUTS (rough typical values)
wafer temperature = 1300 K
cold wall and gas temperature = 400 K
wafer emissivity = 0.68
susceptor emissivity = 0.85
front gas coefficient = 20 W/(m2 K)
hydrogen conductivity in gap = 0.55 W/(m K)
expansion coefficient = 4.40 ppm/K
silicon conductivity = 25.0 W/(m K)
wafer diameter = 200 mm
wafer thickness = 725 um
Young modulus = 140 GPa
Poisson ratio = 0.25
density = 2330 kg/m3
flat-wafer gas gap = 300 um
MAIN RESULT
conducted flux = 12.71 W/cm2
temperature gradient = 5.086 K/mm
face-to-face difference = 3.69 K
curvature = 22.38 1/km
radius of curvature = 44.7 m
centre-to-rim bow = 111.9 um
3D DISC CALCULATION (20 mm diameter)
h = 362.5 um: drop = 1.84 K, curvature = 22.38 1/km
h = 725.0 um: drop = 3.69 K, curvature = 22.38 1/km
h = 1450.0 um: drop = 7.37 K, curvature = 22.38 1/km
largest relative elastic misfit = 3.0e-13
NONLINEAR PROFILE TEST (drop parameter = 2)
3D curvature ratio = 1.1037
weighted-formula ratio = 1.1036
relative elastic misfit = 0.159
NEGLECTED EFFECTS
gravity sag = 22.9 um
sag / thermal bow = 20.5 %
finite-bow curvature loss = 0.44 %
same loss, cap formula = 0.44 %
same loss at 100 um thickness = 12.6 %
k(T) curvature correction = 0.20 ppm
half-drop / temperature = 0.14 %
rim area / front area = 1.45 %
equivalent film force = 366 N/m
susceptor temperature = 1358.9 K
central gap after bow and sag = 165.2 um
centre minus rim temperature = 22.0 K
area-mean flux change = 3.0 %
lateral conduction / axial flux = 0.13 %
```
